# Maximum overlap methods for excited SCF states: selection, stability and collapse, part 2

The problem is to hold a self-consistent-field iteration on an excited solution, the target. The maximum overlap method (MOM) occupies the new orbitals most like those of the previous step; its initial variant (IMOM) always compares with the starting guess. We use real unrestricted Hartree–Fock (UHF), Hartree atomic units and an orthonormal basis of dimension \(M\). Spin \(\sigma\) has \(N_\sigma\) electrons and density projector \(P_\sigma\). With \(F=h+G[P]\), \(G\) linear, and \(\langle A,B\rangle=\sum_\sigma\operatorname{tr}A_\sigma B_\sigma\), the energy obeys
\[
\mathcal E[P+\delta]=\mathcal E[P]+\langle F[P],\delta\rangle+\tfrac12\langle\delta,G[\delta]\rangle. \tag{1}
\]
Each step diagonalizes \(F+\lambda(1-P)\), builds \(P^{\rm new}\) from the chosen orbitals \(c_j\), stops if \(\|P^{\rm new}-P\|<\tau\), and mixes \(P\leftarrow(1-\alpha)P+\alpha P^{\rm new}\).

With \(O=C_{\rm ref}^TC\), columns \(O_j\), the choice maximizes the projection \(p_j^2=\sum_iO_{ij}^2\) (the default), the signed sum \(\sum_iO_{ij}\), its absolute value, or \(|\det O_{\mathcal S}|\) over subsets \(\mathcal S\). Rotating the reference orbitals turns the sum into \(\sqrt N\,u\cdot O_j\), \(u\) an arbitrary unit vector.

Near a solution \(P^*\), with occupied–virtual rotations \(\kappa_{ai}\), \(D=\operatorname{diag}(\varepsilon_a-\varepsilon_i)\) and \(H\) half the orbital Hessian,
\[
\mathcal E=\mathcal E^*+\kappa^TH\kappa+O(\kappa^3). \tag{2}
\]
\[
\kappa'=\left[1-\alpha(D+\lambda)^{-1}H\right]\kappa. \tag{3}
\]
The multipliers are \(\mu_k=1-\alpha\eta_k\), \(\eta_k\) the eigenvalues of \((D+\lambda)^{-1}H\), and \(1-\alpha\). Attraction requires
\[
\operatorname{Re}\eta_k>0,\qquad \alpha<2\operatorname{Re}\eta_k/|\eta_k|^2. \tag{4}
\]
If \(D+\lambda\) is positive definite, each negative eigenvalue of \(H\) gives one \(\mu>1\). An index-one saddle can attract only if an odd number of shifted gaps are negative.

In the frozen two-level model one α electron moves between HOMO \(i\) and LUMO \(a\), starting in \(a\cos\theta+i\sin\theta\). Here \(U=J_{ia}-K_{ia}\), \(E=\varepsilon_a-\varepsilon_i-U\), and a shift replaces \(U\) by \(U+\lambda\). With \(P=\tfrac12(1+\mathbf p\cdot\boldsymbol\sigma)\), \(\mathbf m=E\mathbf z-U\mathbf p\); \(+\mathbf z\) is the target, \(-\mathbf z\) the ground state. Pure states have unit vector \(\mathbf n\) at polar angle \(\varphi=2\theta\). Reference \(\mathbf r\) selects the upper branch \(+\hat{\mathbf m}\) if \(\mathbf r\cdot\mathbf m>0\), otherwise the lower, \(-\hat{\mathbf m}\). The target has \(\mu=1-\alpha E/(E-U)\).

Undamped, started near the target, both methods cycle at \(\cos\varphi^*=E/2U\) for \(\tfrac12<U/E<1/\sqrt2\); above that only IMOM does, and MOM collapses. For \(U>E\) MOM's step overlap obeys
\[
\operatorname{tr}PP'\ge\tfrac12\left(1+\sqrt{1-E^2/U^2}\right). \tag{5}
\]

**Damping, \(U<E\), tilted guess.** The lower-branch map \(\mathbf p\to(1-\alpha)\mathbf p-\alpha\hat{\mathbf m}\) leads to \(-\mathbf z\) from any start. Its new vector has \(n_z\le-(E-U)/(E+U)\), because \(m_z\ge E-U\) and \(|\mathbf m|\le E+U\), so \(p_z\) becomes negative after finitely many steps and stays so. On the convex half-disc \(p_z\le0\), \(|\mathbf m|\ge E\), and a unit vector changes by at most \(|d\mathbf m|/|\mathbf m|\le(U/E)|d\mathbf p|\); the map is a contraction with factor \(1-\alpha(1-U/E)\) and \(-\mathbf z\) is its fixed point.

Start at \(\mathbf p=\mathbf r\) with \(r_z=\cos2\theta>0\). The first step is on the lower branch if \(E\cos2\theta<U\), that is beyond
\[
\theta_c=\tfrac12\arccos(U/E). \tag{6}
\]
MOM keeps its branch when successive \(\mathbf m\) have a positive scalar product. One step changes \(\mathbf m\) by at most \(2\alpha U\) and \(|\mathbf m|\ge E-U\), so \(2\alpha U<E-U\) is sufficient. Beyond \(\theta_c\), MOM then collapses. IMOM behaves differently. With \(x=\mathbf r\cdot\mathbf p\) and \(x_0=Er_z/U>0\), \(\mathbf r\cdot\mathbf m=U(x_0-x)\). While \(x>x_0\) it follows the lower branch toward \(-\mathbf z\), where \(x=-r_z<x_0\), so it crosses. On the upper branch \(x'=(1-\alpha)x+b(x_0-x)\) with \(b=\alpha U/|\mathbf m|\le\alpha U/(E-U)\). For \(\alpha<1-U/E\) one has \(b<1-\alpha\), and
\[
x_0-x'=(1-b)(x_0-x)+\alpha x=(1-b)x_0+(1-\alpha-b)(-x).
\]
The first form is positive for \(0\le x<x_0\), the second for \(x<0\), so IMOM never leaves the upper branch again. A fixed point there needs \(\mathbf m\parallel\mathbf p\) with \(|\mathbf p|=1\), which leaves only \(+\mathbf z\), and \(\mu=1-\alpha E/(E-U)\) lies between 0 and 1. Convergence to it from the whole region is not proved here. The program tests it at \(U/E=0.60\), \(\alpha=0.2\), where \(\theta_c=26.565^\circ\): just below \(\theta_c\) both methods reach the target, and just above it and close to \(45^\circ\) only IMOM does.

### Monotone descent under a level shift

For the full UHF problem with \(\alpha=1\), suppose the MOM choice coincides with aufbau filling. The sum of the \(N\) lowest eigenvalues of a symmetric matrix \(B\) is the minimum of \(\operatorname{tr}BP'\) over rank-\(N\) projectors: \(\operatorname{tr}BP'=\sum_kb_kf_k\) with \(f_k=v_k^TP'v_k\in[0,1]\) and \(\sum f_k=N\), which is smallest when the lowest \(b_k\) have \(f_k=1\). With \(\delta=P'-P\), \(\operatorname{tr}(1-P)P'=N-\operatorname{tr}PP'=\tfrac12\|\delta\|^2\). The step thus minimizes \(\langle F,P'\rangle+\tfrac\lambda2\|\delta\|^2\), and comparison with the candidate \(P'=P\) gives \(\langle F,\delta\rangle\le-\tfrac\lambda2\|\delta\|^2\). Each \(\delta_\sigma\) is traceless. With \(g_{\max}\) the largest eigenvalue of \(G\) on such matrices, (1) gives
\[
\mathcal E[P']-\mathcal E[P]\le-\tfrac12(\lambda-g_{\max})\|\delta\|^2. \tag{7}
\]
For \(\lambda>g_{\max}\) the energy falls at every step, no cycle is possible, and since \(\mathcal E\) is bounded below the steps tend to zero. Once the energy is below that of the target there is no return. Since \(P'\) commutes with \(F[P]+\lambda(1-P)\) and \(P'-P\to0\), every limit point has \([F,P]=0\) and is a stationary point of lower energy; that it is the global minimum must be checked case by case. IMOM escapes (7) precisely by abandoning aufbau filling.

A diagnostic that does see the drift is the projection on the first reference, \(w=\sum_{j\in\rm occ}c_j^TP_{\rm guess}c_j\). For a single promotion it falls from \(N\) at the guess to \(N-1\) at the ground state.

### Worked example: a linear H\(_4\) chain

The spacings are 1.60, 1.90 and 1.75 bohr and the level is UHF/STO-3G, so \(M=4\), \(N_\alpha=N_\beta=2\), with 8 rotations \(\kappa\). The end bonds are made unequal on purpose. With an inversion centre the Fock matrix inherits the symmetry of the density, HOMO and LUMO have opposite parity, and from the plain promotion their mixing stays zero in exact arithmetic. In floating point only rounding noise seeds it, and the outcome depends on whether the noise grows before the stopping test is met: with both end bonds at 1.675 bohr undamped MOM stops on the target after 18 steps, while the level-shifted run described below still collapses. The program and its output follow this section.

The restricted ground state has energy \(-2.146443\) Ha and the lowest eigenvalue of \(H\) there is \(+0.1260\) Ha, so it is a minimum among real UHF determinants near it. The frozen quantities for the α HOMO→LUMO promotion are
\[
U=0.4647-0.1278=0.337,\qquad E=0.3735+0.4206-0.3370=0.4571\ {\rm Ha},
\]
so \(U-E=-0.120\) Ha, \(U/E=0.737\) and \(\theta_c=21.3^\circ\). The target is located without any SCF iteration, by root finding on \(F_{ai}(\kappa)=0\), and its energy and stationarity are checked with PySCF. It lies at \(-1.690422\) Ha, which is \(2.146443-1.690422=0.456021\) Ha \(=12.41\) eV above the ground state. Its \(\langle S^2\rangle=0.9994\) marks a nearly equal mixture of singlet and triplet, so this is the energy of a broken-symmetry determinant in a minimal basis and not of a spectroscopic state. The numbers of this example are far from the basis-set limit: the excitation energy is 8.81 eV in 6-31G, 8.26 eV in cc-pVDZ and 8.06 eV in cc-pVTZ, and in cc-pVDZ \(U/E=0.86\), the inverted gap is \(-0.040\) Ha and the negative eigenvalue of \(H\) is \(-0.355\) Ha. The outcomes of the damped run, the shifted run and the run tilted by \(30^\circ\) below are the same in 6-31G and cc-pVDZ (largest multipliers 0.96 damped, 1.26 and 1.23 shifted); the outcome of the undamped run is not. One gap is inverted (\(-0.140\) Ha; the next is \(+0.517\) Ha) and \(H\), tested against finite differences of the energy, has one negative eigenvalue (\(-0.556\) Ha). The parities match. On the guess the α orbitals have \(p^2=0.9967,\,0.9993\) (occupied) and \(0.0033,\,0.0007\) (virtual), so \(w=1.9960\) and the target is an IMOM fixed point by a wide margin. The multipliers quoted below for the full UHF problem come from (3) and are tested against a finite-difference Jacobian of the full map; those of the frozen model are given for comparison.

**Damped, \(\alpha=0.2\), \(\lambda=0\).** The largest multiplier is 0.9532, and both methods reach the target in 353 steps. The slow mode has \(\eta=(1-0.9532)/0.2=0.234\), so the density error at the stop can be \(\tau/0.234=4.3\,\tau\), and each decade of accuracy costs \(\ln10/|\ln0.9532|=48\) steps.

**Undamped, \(\lambda=0\).** The dominant multiplier is \(-1.4361\), so \(\eta=2.4361\), and this mode alone requires \(\alpha<2/2.4361=0.82\) by (4). Neither method converges in 1000 steps. Here the frozen model fails twice. It predicts the multiplier \(-U/(E-U)=-0.3370/0.1202=-2.80\), about twice the true one, and since \(0.737>0.7071\) it predicts that MOM collapses, which does not happen in this basis. That outcome is specific to STO-3G: in 6-31G and cc-pVDZ the dominant multiplier is \(-3.73\) and \(-5.19\), the limit on \(\alpha\) from this mode falls to 0.42 and 0.32, and undamped MOM does collapse to the ground state, in about 125 steps, while IMOM stays unconverged. The thresholds \(\tfrac12\) and \(1/\sqrt2\) belong to the model with all other orbitals frozen. A two-level model with the true multiplier would need \(U/E=1.4361/2.4361=0.59\), which is in the range where MOM, started near the target, cycles without collapse. Whether such a model describes the molecule is not tested here.

**Level shift \(\lambda=1.5\) Ha, \(\alpha=1\).** The smallest shifted gap is \(-0.140+1.5=1.36\) Ha, so Sylvester's law demands exactly one multiplier above 1. It is 1.3853, and the measured growth of a tiny displacement from the target, along which MOM and IMOM give identical iterates, is also 1.3853. The frozen model gives \(1+0.4571/(1.5-0.1202)=1.331\), 4% below the full value. Since \(g_{\max}=0.727\) Ha is below \(\lambda\), (7) applies, and the program tests that the MOM choice is aufbau and the energy decreasing at every step.

| step | MOM \(\mathcal E-\mathcal E_0\) (Ha) | MOM \(w\) | step overlap | IMOM \(w\) |
|---|---|---|---|---|
| 3 | 0.45645 | 1.9998 | 1.0000 | 1.9998 |
| 10 | 0.45439 | 1.9964 | 0.9997 | 1.9964 |
| 15 | 0.41494 | 1.9290 | 0.9946 | 1.9290 |
| 20 | 0.15738 | 1.4407 | 0.9846 | 1.5463 |
| 30 | 0.01344 | 1.0445 | 0.9995 | 1.5381 |
| 60 | 0.00039 | 1.0013 | 1.0000 | 1.5436 |

The step overlap is the squared overlap of successive determinants. The iteration first approaches the target, to \(\|P-P^*\|=0.064\) at step 7, and between steps 3 and 6 the energy moves by only \(0.45645-0.45614=0.0003\) Ha with overlaps of 1.0000; a loose energy test would stop here. By (2) the energy deficit below the target grows as \(\mu^2\) per step once the unstable mode dominates. From step 10 to 15 it goes from \(0.45602-0.45439=0.00163\) to \(0.45602-0.41494=0.04108\) Ha, a factor 25, against \(1.3853^{10}=26\). This is a rough check only: at step 6 the energy is still \(0.45614-0.45602=0.00012\) Ha above the target, so the decaying modes are not negligible near step 10, and by step 15 terms beyond second order in (2) may enter. A guess ten times closer along this mode delays the collapse by only \(\ln10/\ln1.3853=7\) steps. MOM converges to the ground state in 340 steps. Its smallest step overlap is 0.9828; the model bound (5) with \(E/(U+\lambda)=0.4571/1.837=0.249\) is 0.984, close to it though not binding on the full problem.

IMOM follows the same path through step 15 and has left it by step 20. It neither collapses nor converges: \(w\) never falls below 1.537, the energy over the last 100 steps stays between 0.2844 and 0.2862 Ha above the ground state, and the step overlap drops as low as 0.014. The model's cycle has \(n_z=E/2(U+\lambda)=0.124\), hence \(w=1+\tfrac12(1+0.124)=1.56\), energy \(0.4571\times0.562=0.257\) Ha and step overlap \(\tfrac12(1+\cos2\varphi^*)=n_z^2=0.015\). The resemblance suggests that the molecule is on the same kind of cycle, with the electron jumping between two nearly orthogonal mixtures of HOMO and LUMO; the program does not test periodicity. The cure in this case is to remove the shift and damp the iteration, as in the run with \(\alpha=0.2\) (removing the shift alone leaves the multiplier \(-1.4361\)), or to use a Newton-type solver, whose convergence from a close enough start needs only a nonsingular \(H\). A different reference does not help, since the target is repelling for both.

**Tilted guess, \(\alpha=0.2\), \(\lambda=0\).** At \(\theta=\pm20^\circ\) both methods reach the target. At \(\pm30^\circ\) and \(\pm40^\circ\) MOM ends in the ground state after about 614 steps and IMOM reaches the target in 333 to 399 steps. In steps of one degree the change falls between \(23^\circ\) and \(24^\circ\) for both signs of \(\theta\), two to three degrees above the frozen estimate \(21.3^\circ\). The model's sufficient condition for IMOM holds, \(0.2<1-0.737\). The one for MOM does not, \(2\times0.2\times0.337=0.135>0.120\), so the persistence of the MOM branch is here an observation. This is the regime in which the frozen reference decides the result: the target attracts locally and the guess is poor, yet closer to the target than to the ground state.

**Gauge.** Rotating the two α reference orbitals among themselves sweeps \(u\) around the unit circle. The projection and determinant rules accept the target at every angle tested. The signed sum rejects it for a fraction 0.761 of the angles: the two occupied columns are nearly orthonormal, both scores are positive in one quadrant only, and the small virtual scores move the edges of that quadrant by amounts that depend on the signs the eigensolver gives the columns, so the fraction is close to \(\tfrac34\). The absolute sum rejects it for a fraction 0.056 of the 720 angles sampled (0.0535 when the circle is sampled finely). In the gauge \(u\perp O_2\) the scores are 1.4119 and 0 for the occupied orbitals and 0.0808 and 0.0027 for the virtual ones. The first virtual column has length \(\sqrt{0.0033}=0.057\) and \(0.0808/\sqrt2=0.057\), so it points along \(u\); the second, of length \(\sqrt{0.0007}=0.026\), is nearly perpendicular to it. To leading order each occupied column is ejected in two windows whose half-width in radians is the length of the competing virtual column, a fraction \(4(0.057+0.026)/2\pi=0.053\), near the counted value. In that gauge the target is not a fixed point of the absolute-sum rule, and damped IMOM fails to converge with it, while the projection and determinant rules reach the target from the same starting density.

## Values computed for the example and the checks

```
Model, alpha=1, tilt 0.01 rad: U/E, final n_z MOM, IMOM, E/2U; 1/sqrt2=0.7071
  0.45   1.0000   1.0000   1.1111
  0.60   0.8333   0.8333   0.8333
  0.69   0.7246   0.7246   0.7246
  0.72  -1.0000   0.6944   0.6944
  0.90  -1.0000   0.5556   0.5556
  1.30  -1.0000   0.3846   0.3846
Model U/E=0.60, alpha=0.2: critical tilt 26.565 deg
Random trials: det and proj choices differ in 50 of 1000
H4 spacings (bohr) (1.6, 1.9, 1.75) UHF/STO-3G
E_ground -2.146443 Ha, lowest eigenvalue of H there 0.1260 Ha
RHF orbital energies (Ha) [-0.6579 -0.4206  0.3735  0.9838]
Frozen: J 0.4647 K 0.1278 U 0.3370 E 0.4571 U-E -0.1202 Ha
Frozen: U/E 0.7371, model critical tilt 21.26 deg
E_target -1.690422 Ha, excitation 0.456021 Ha = 12.409 eV
<S^2> target 0.9994, w(target) 1.9960
D at target (Ha) [-0.14   0.517  0.829  0.893  1.044  1.433  1.55   1.648]
eig H at target (Ha) [-0.556  0.131  0.371  0.684  0.773  0.991  1.093  1.373]
p^2 on guess, target alpha orbitals occ|virt [9.967e-01 9.993e-01 3.300e-03 7.000e-04]
alpha 0.2 shift 0.0 Ha: top multiplier 0.9532+0.0000i
   MOM target (353 it), IMOM target (353 it)
alpha 1.0 shift 0.0 Ha: top multiplier -1.4361+0.0000i
   MOM unconverged (1000 it), IMOM unconverged (1000 it)
alpha 1.0 shift 1.5 Ha: top multiplier 1.3853+0.0000i
   MOM ground (340 it), IMOM unconverged (1000 it)
Measured growth per step near target, shift 1.5 Ha: 1.3853
g_max 0.7273 Ha; MOM smallest step overlap 0.9828
MOM closest |P-P_target| 0.0642 at iteration 7
it, MOM: E-E0 (Ha), w, step overlap | IMOM: E-E0 (Ha), w
   1  0.45679  2.0000  0.9999 |  0.45679  2.0000
   3  0.45645  1.9998  1.0000 |  0.45645  1.9998
   6  0.45614  1.9994  1.0000 |  0.45614  1.9994
  10  0.45439  1.9964  0.9997 |  0.45439  1.9964
  15  0.41494  1.9290  0.9946 |  0.41494  1.9290
  20  0.15738  1.4407  0.9846 |  0.35659  1.5463
  30  0.01344  1.0445  0.9995 |  0.28492  1.5381
  60  0.00039  1.0013  1.0000 |  0.28004  1.5436
IMOM last 100 it: E-E0 from 0.2844 to 0.2862 Ha
IMOM min w 1.5379, min step overlap 0.0137
tilt (deg), MOM, IMOM at alpha=0.2
  -40 ground (614 it) target (399 it)
  -30 ground (614 it) target (365 it)
  -20 target (348 it) target (348 it)
   20 target (360 it) target (360 it)
   30 ground (614 it) target (350 it)
   40 ground (615 it) target (333 it)
Fraction of gauges rejecting target: {'signed': 0.761, 'abs': 0.056, 'proj': 0.0, 'det': 0.0}
|sum O| in bad gauge, occ|virt [1.4119 0.     0.0808 0.0027]
IMOM alpha=0.2 in bad gauge: {'abs': 'unconverged', 'proj': 'target', 'det': 'target'}
```
